# Field and energy in the dipole correction of a periodic slab

## Problem

A slab is periodic in $x$ and $y$ and is treated in a cell that also repeats along $z$, with height $L$. The slab is neutral and lies wholly inside $-L/2<z<L/2$, with vacuum at both cell faces. Let $\rho(z)$ be its charge density, ions and electrons together, averaged over $x$ and $y$. Its dipole per area is

$$m=\int_{-L/2}^{L/2} z\,\rho(z)\,dz ,\qquad \int_{-L/2}^{L/2}\rho(z)\,dz=0 .$$

Because of neutrality, $m$ does not depend on the origin of $z$. The Poisson equation is solved with a potential that is periodic along $z$. What is wanted is the isolated slab, with zero electric field in the vacuum on both sides.

(a) Which spurious field does the periodic solution contain?

(b) Which potential must be added to the one-electron equation, and which energy per area to the total energy, so that the self-consistent result is that of the isolated slab?

(c) Evaluate the results for the following model with $L=2$ nm. One electron per nm² moves between hard walls at $z=\pm0.5$ nm, in the Hartree approximation. Two positive sheets, smeared as Gaussians of standard deviation 0.05 nm, carry 0.7 and 0.3 elementary charges per nm² at $z=+0.25$ and $-0.25$ nm.

## A tempting solution

The isolated slab has a potential step $m/\varepsilon_0$ between its two sides. A periodic potential cannot keep this step, so a uniform field must undo it over the height $L$. Its size is $E_s=m/(\varepsilon_0L)$, and it points along the dipole.

A dipole $m$ in a field $E_s$ has the energy $-mE_s$. The periodic calculation is therefore too low by $m^2/(\varepsilon_0L)$ per area, and the correction would be

$$W_{\rm wrong}=+\frac{m^2}{\varepsilon_0L},\qquad \varphi_c(z)=+\frac{m z}{\varepsilon_0L}.$$

The field and the potential $\varphi_c$ are right. The energy is not.

## Where the fault lies

The expression $-mE$ holds for a field $E$ whose sources are held fixed and lie outside the system. Here the field is proportional to $m$ itself: it is imposed by the requirement that the potential be periodic, and it changes whenever $m$ changes. The repeated slabs, each neutral and laterally infinite, have no outer field of their own. Their potentials add up to a staircase of steps $m/\varepsilon_0$, and the periodic solution contains the uniform field that cancels the mean slope of this staircase.

The inconsistency shows up without knowing the right answer. If an energy $W[\rho]$ is part of the functional that is minimized, the potential belonging to it is the functional derivative $\delta W/\delta\rho(z)$. For a small change $\delta\rho$ the dipole changes by $\delta m=\int z\,\delta\rho\,dz$, so that

$$\delta W_{\rm wrong}=\frac{2m\,\delta m}{\varepsilon_0L}=\int \frac{2mz}{\varepsilon_0L}\,\delta\rho(z)\,dz .$$

The derivative is $2\varphi_c$, not $\varphi_c$. The proposed energy and the proposed potential do not belong together.

## Right solution: the field

The averaged potential obeys $\varphi''=-\rho/\varepsilon_0$. For the isolated slab take

$$\varphi_{\rm iso}(z)=-\frac{1}{2\varepsilon_0}\int|z-z'|\,\rho(z')\,dz' .$$

This solves the equation because the second derivative of $|z-z'|$ with respect to $z$ is $2\delta(z-z')$. Above the slab $|z-z'|=z-z'$, and neutrality removes the term proportional to $z$:

$$\varphi_{\rm iso}=-\frac{1}{2\varepsilon_0}\left(z\int\rho\,dz'-\int z'\rho\,dz'\right)=+\frac{m}{2\varepsilon_0}.$$

Below the slab $|z-z'|=z'-z$, which gives $-m/(2\varepsilon_0)$. The potential is constant on each side, so the outer field vanishes as required, and the step is $m/\varepsilon_0$.

The periodic potential $\varphi_{\rm per}$ of the same density obeys the same equation inside the cell. The difference of the two has zero second derivative and is therefore linear:

$$\varphi_{\rm per}(z)=\varphi_{\rm iso}(z)-E_sz+c .$$

A term $-E_sz$ in the potential is a uniform field $+E_s$. Periodicity requires $\varphi_{\rm per}(L/2)=\varphi_{\rm per}(-L/2)$, that is

$$\frac{m}{2\varepsilon_0}-\frac{E_sL}{2}=-\frac{m}{2\varepsilon_0}+\frac{E_sL}{2}
\quad\Longrightarrow\quad
\boxed{E_s=\frac{m}{\varepsilon_0L}} .$$

The slopes at the two faces agree as well, since both equal $-E_s$. In Gaussian units $1/\varepsilon_0$ is replaced by $4\pi$, and the field reads $4\pi m/L$.

The field falls off as $1/L$ for given $m$, but the potential drop $E_sL=m/\varepsilon_0$ does not. A taller cell weakens the field without removing the drop.

**Lateral structure.** A real slab also has density components that vary along the surface with a wave number $G>0$. They obey $\varphi_G''-G^2\varphi_G=-\rho_G/\varepsilon_0$, and the isolated solution has the kernel $e^{-G|s|}/(2G)$ with $s=z-z'$. For $|s|<L$ the images at distances $nL\mp s$ add

$$\frac{1}{2G}\sum_{n=1}^{\infty}\left[e^{-G(nL-s)}+e^{-G(nL+s)}\right]
=\frac{\cosh Gs}{G}\sum_{n=1}^{\infty}e^{-GnL}
=\frac{\cosh Gs}{G\,(e^{GL}-1)} .$$

If $GL$ is not small compared with 1, then for $|s|$ up to the slab thickness $d$ this is at most of order $e^{-G(L-d)}/(2G)$. It is therefore exponentially small compared with the isolated kernel at $s=0$ when $L-d$ is large compared with $1/G$. For $L=2$ nm and a lateral period of 0.5 nm, the image term at $s=0$ is $2\times10^{-11}$ of the isolated kernel. For a period of 2 nm and $s=0.6$ nm it is 8 % of the isolated kernel at the same $s$, or 1.3 % of the kernel at $s=0$, and the vacuum would have to be thicker. These terms are neglected from here on; the model in (c) has no lateral structure.

## Right solution: the energy

The electrostatic energy per area of a charge distribution in its own potential is $\tfrac12\int\rho\varphi\,dz$. The half prevents each pair of charges from being counted twice. For the same density in both cases,

$$\frac12\int\rho\,(\varphi_{\rm per}-\varphi_{\rm iso})\,dz
=\frac12\int\rho\left(-\frac{mz}{\varepsilon_0L}+c\right)dz
=-\frac{m^2}{2\varepsilon_0L} .$$

The constant $c$ drops out by neutrality. The energy to be added is therefore

$$\boxed{W[\rho]=+\frac{m^2}{2\varepsilon_0L}} .$$

Its variation gives the potential:

$$\delta W=\frac{m\,\delta m}{\varepsilon_0L}=\int\frac{mz}{\varepsilon_0L}\,\delta\rho\,dz
\quad\Longrightarrow\quad
\boxed{\varphi_c(z)=+\frac{mz}{\varepsilon_0L}} .$$

The factor one half stands in the energy, $W=\tfrac12\int\rho\varphi_c\,dz$, while the potential acts at full strength. An electron of charge $-e$ acquires the potential energy $-e\varphi_c$. The dipole $m$ is that of ions and electrons together and is updated in every iteration.

The half can also be read as work of assembly. Let the density grow as $\lambda\rho$ with $\lambda$ from 0 to 1. At stage $\lambda$ the correcting potential is $\lambda\varphi_c$, and adding $\rho\,d\lambda$ costs $\lambda\,d\lambda\int\rho\varphi_c\,dz=\lambda\,d\lambda\,m^2/(\varepsilon_0L)$. The integral over $\lambda$ supplies the factor $\tfrac12$. With a field from a fixed generator, the full field would be present from the start and no half would appear.

Let $E_{\rm iso}[\rho]$ and $E_{\rm per}[\rho]$ be the total energies per area with the two boundary conditions. Then $E_{\rm per}[\rho]+W[\rho]=E_{\rm iso}[\rho]$ for every admissible density, not just for the final one. The corrected calculation therefore has the same minimum as the isolated slab, in density and in energy.

**Conditions.** The potential $\varphi_c$, continued periodically, jumps by $m/\varepsilon_0$ at the cell face, and this jump must lie in vacuum. For a charged slab $m$ depends on the origin and the outer field cannot vanish on both sides, so the derivation does not apply.

## Numbers for the model

The model is solved self-consistently on a grid of step 0.01 nm. The numbers below belong to this grid, and all comparisons are made on it. Their last digit is not converged: halving the step changes $m_0$ from 0.02695 to $0.02697\,e$/nm. The constant in-plane kinetic energy is left out. Only the lowest subband is occupied, since the gap to the next, 0.94 eV, exceeds the in-plane Fermi energy of 0.24 eV. With $m$ in $e$/nm, the convenient constant is $e/\varepsilon_0=18.095$ V nm.

The isolated slab has $m_0=0.02695\,e$/nm, and its potential step is $18.095\times0.02695\ \text{V}=0.488$ V. For this fixed density the periodic energy is too low by

$$\frac{m_0^2}{2\varepsilon_0L}=\frac{18.095\times(0.02695)^2}{2\times2}\ \text{eV/nm}^2=3.29\ \text{meV/nm}^2=5.26\times10^{-4}\ \text{J/m}^2 .$$

The direct difference of the two electrostatic energies is $-3.29$ meV/nm². The tempting formula would add twice the required amount.

If the uncorrected slab is made self-consistent, the spurious field polarizes it further, to $m_{\rm per}=0.03412\,e$/nm. The field is then

$$E_s=\frac{18.095\times0.03412}{2}\ \text{V/nm}=0.309\ \text{V/nm}=3.09\times10^{8}\ \text{V/m},$$

in agreement with the slope of the computed potential in the vacuum. With the correction, the dipole returns to $0.02695\,e$/nm and the energy to the isolated value, for $L=2$ nm and for $L=3$ nm.

## Two checks of the factor one half

**Force on a sheet.** Let $z_0$ be the position of the sheet at $+0.25$ nm. At self-consistency the energy is stationary against changes of the orbital, so only the explicit dependence on $z_0$ contributes to the derivative. Since $\tfrac12\int\rho\varphi\,dz$ is quadratic in $\rho$ with a symmetric kernel, its variation is $\int\varphi\,\delta\rho\,dz$, and the force per area is

$$f=-\int\varphi\,\frac{\partial\rho_{\rm ion}}{\partial z_0}\,dz ,\qquad \varphi=\varphi_{\rm per}+\varphi_c .$$

This gives $-1.8816$ eV/nm³. Moving the sheet slightly both ways, solving again and differencing the energies gives $-1.8816$ eV/nm³ with $W=m^2/(2\varepsilon_0L)$, but $-1.9678$ eV/nm³ with $W_{\rm wrong}$. The wrong energy contains an extra $m^2/(2\varepsilon_0L)$, whose change with $z_0$ no force in the calculation accounts for.

**A fixed field of equal size.** Put the isolated slab into an external field held at $F=m_{\rm per}/(\varepsilon_0L)$. The one-electron equation then contains the same potential, up to a constant, as that of the uncorrected periodic slab. The computed densities agree. The energies, at this common density $\rho$, are

$$E_{\rm ext}=E_{\rm iso}[\rho]-Fm_{\rm per}=E_{\rm iso}[\rho]-\frac{m_{\rm per}^2}{\varepsilon_0L},\qquad
E_{\rm per}=E_{\rm iso}[\rho]-\frac{m_{\rm per}^2}{2\varepsilon_0L}.$$

Their difference $E_{\rm per}-E_{\rm ext}$ should be $18.095\times(0.03412)^2/4$ eV/nm² $=5.27$ meV/nm², and the two computed energies differ by this amount. Equal fields and equal densities thus go with different energies, according to whether the field is held fixed from outside or tied to the slab's own dipole by the periodic boundary condition.

## Two further traps

**Energy from eigenvalues.** Suppose the total energy is built from the eigenvalue sum. In the Hartree model, with $N$ electrons per area in a level $\epsilon$, the kinetic energy per area is $T=N\epsilon-\int\rho_{\rm el}\varphi\,dz$, where $\rho_{\rm el}$ is the negative electronic charge density. Hence

$$E=T+\frac12\int(\rho_{\rm ion}+\rho_{\rm el})\varphi\,dz
=N\epsilon+\frac12\int(\rho_{\rm ion}-\rho_{\rm el})\varphi\,dz .$$

Insert $\varphi_c=(m_{\rm ion}+m_{\rm el})z/(\varepsilon_0L)$, where $m_{\rm ion}$ and $m_{\rm el}$ are the first moments of the two charge densities. The dipole term still to be added to $N\epsilon$ is

$$\frac{(m_{\rm ion}-m_{\rm el})(m_{\rm ion}+m_{\rm el})}{2\varepsilon_0L}=\frac{m_{\rm ion}^2-m_{\rm el}^2}{2\varepsilon_0L},$$

and not $W$, because $\epsilon$ already contains $\varphi_c$. Each moment alone depends on the origin, which must be the one used in $\varphi_c$. In the model $m_{\rm ion}=0.1000$ and $m_{\rm el}=-0.0730\,e$/nm, and the term is 21.1 meV/nm², far from $W=3.29$ meV/nm².

**Correcting afterwards.** One may instead leave the potential uncorrected and add $m_{\rm per}^2/(2\varepsilon_0L)$ at the end. To see what this leaves, assume linear response: an outer field $F$ changes the dipole of the isolated slab to $m_0+\chi F$. The corresponding energy cost of a dipole $m$ is $(m-m_0)^2/(2\chi)$, since minimizing this cost minus $Fm$ gives back that dipole. The uncorrected periodic slab minimizes

$$\Delta E(m)=\frac{(m-m_0)^2}{2\chi}-\frac{m^2}{2\varepsilon_0L}.$$

With $a=\chi/\varepsilon_0$, a length, the condition $(m-m_0)/\chi=m/(\varepsilon_0L)$ becomes $m-m_0=am/L$, so

$$m_{\rm per}=\frac{m_0}{1-a/L}.$$

This is a minimum if $1/\chi>1/(\varepsilon_0L)$, that is $a<L$. Inserting $m-m_0=am/L$ into the first term of $\Delta E$ turns it into $am_{\rm per}^2/(2\varepsilon_0L^2)$, hence

$$\Delta E=-\frac{m_{\rm per}^2}{2\varepsilon_0L}\left(1-\frac aL\right)=-\frac{m_0m_{\rm per}}{2\varepsilon_0L}=-\frac{m_0^2}{2\varepsilon_0(L-a)} .$$

Adding $m_{\rm per}^2/(2\varepsilon_0L)$ removes the second term of $\Delta E(m)$ and leaves the polarization cost $(m_{\rm per}-m_0)^2/(2\chi)>0$.

For the model $a=0.418$ nm. At $L=2$ nm the formula gives $m_{\rm per}=0.02695/(1-0.209)=0.0341\,e$/nm, as computed. The computed energy error relative to the isolated slab is $-4.16$ meV/nm², and the later addition turns it into $-4.16+5.27=+1.11$ meV/nm². In a cell of 8 nm the error before the addition is $-0.867$ meV/nm², both computed and from the formula, and 0.048 meV/nm² remains after it. By the formulas above, the error left after the addition is $a/(L-a)$ times the original one in size. The addition at the end therefore improves the energy only if $a<L/2$, as is the case here, and for $m_0\neq0$ it keeps the wrong density. The self-consistent correction repairs both.

The numerical check solves the isolated slab with the kernel $|z-z'|$ and the periodic one by Fourier transform, so that in comparisons between the isolated and the periodic slab the two sides are obtained separately.

## Table of computed values

```
e/eps0 = 18.0951 V nm
hbar^2/(2 m_e) = 0.038100 eV nm^2
wall distance = 1.00 nm, electrons = 1.00 per nm^2
sheet: charge 0.70 e/nm^2 at z = +0.25 nm
sheet: charge 0.30 e/nm^2 at z = -0.25 nm
Gaussian width of sheets = 0.050 nm, grid step = 0.010 nm
cell height L = 2.00 nm
subband gap = 0.9428 eV, in-plane Fermi energy = 0.2394 eV
isolated: dipole m0 = 0.026951 e/nm = 4.3180e-12 C/m
isolated: dipole with half the grid step = 0.026966 e/nm
isolated: potential step, measured = 0.48768 V
isolated: m0/eps0 = 0.48768 V
isolated: energy = 0.590034 eV/nm^2
density of isolated slab: m0/(eps0 L) = 0.24384 V/nm
same density: periodic minus isolated energy = -3.2859 meV/nm^2
same density: m0^2/(2 eps0 L) = 3.2859 meV/nm^2 = 5.2645e-04 J/m^2
uncorrected: dipole m_per = 0.034122 e/nm
uncorrected: vacuum field, measured = 0.30872 V/nm
uncorrected: m_per/(eps0 L) = 0.30872 V/nm = 3.0872e+08 V/m
uncorrected: energy error = -4.1580 meV/nm^2
uncorrected: left after adding m_per^2/(2 eps0 L) = 1.1090 meV/nm^2
corrected: dipole = 0.026951 e/nm, energy = 0.590034 eV/nm^2
corrected, L = 3 nm: dipole = 0.026951 e/nm, energy = 0.590034 eV/nm^2
force on first sheet from potential = -1.88160 eV/nm^3
force from energy with factor 1/2 = -1.88160 eV/nm^3
force from energy with factor 1 = -1.96780 eV/nm^3
fixed external field: dipole = 0.034122 e/nm
periodic minus fixed-field energy = 5.2670 meV/nm^2
m_per^2/(2 eps0 L) = 5.2670 meV/nm^2
moments: m_ion = 0.100000 e/nm, m_el = -0.073049 e/nm
(m_ion^2 - m_el^2)/(2 eps0 L) = 21.0982 meV/nm^2
response length a = chi/eps0 = 0.41786 nm
L = 8.0 nm uncorrected: dipole = 0.028438, law 0.028436 e/nm
L = 8.0 nm: energy error = -0.86678, law -0.86674 meV/nm^2
L = 8.0 nm: left after adding = 0.047854, law 0.047894 meV/nm^2
lateral period 2.0 nm, s = 0.6 nm: image/isolated kernel = 8.303e-02
lateral period 0.5 nm, s = 0: image/isolated kernel = 2.432e-11
```
